\section*{Exact Jacobi rotations for Boys, Edmiston–Ruedenberg and Pipek–Mezey orbital localization}

\section{Definitions and conventions}

Let $\phi_1,\dots,\phi_n$ be real orthonormal occupied orbitals of a closed-shell Hartree--Fock determinant. An orthogonal mixing of them changes the determinant at most by a sign, so the energy and the density leave it free, and a localization functional is used to fix it. Write $ij$ for the product $\phi_i\phi_j$, so that $ij=ji$, and let $(ij|kl)$ be a symmetric bilinear form on these products: linear in each argument, with $(ij|kl)=(kl|ij)$. The functional to be maximized is
\begin{equation}
D=\sum_{i=1}^n (ii|ii).
\end{equation}
Three choices of the form give the three methods; lengths are in bohr and energies in hartree ($E_h$).
\begin{align}
\text{Boys:}\quad &(ij|kl)=\langle i|\mathbf r|j\rangle\cdot\langle k|\mathbf r|l\rangle,\\
\text{Edmiston--Ruedenberg (ER):}\quad &(ij|kl)=\iint\frac{\phi_i\phi_j(\mathbf r_1)\,\phi_k\phi_l(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2,\\
\text{Pipek--Mezey (PM):}\quad &(ij|kl)=\sum_a Q^a_{ij}Q^a_{kl}.
\end{align}
The Boys criterion minimizes the spread $\sum_i(\langle i|r^2|i\rangle-|\langle i|\mathbf r|i\rangle|^2)$. Its first sum is the trace of $r^2$ over the occupied space, which no orthogonal mixing changes, so minimizing the spread maximizes $D=\sum_i|\langle i|\mathbf r|i\rangle|^2$. For PM, with orbital coefficients $C_{\mu i}$ and overlap matrix $S$, the Mulliken matrix of atom $a$ is $P^a_{ij}=\sum_{\mu\in a}C_{\mu i}(SC)_{\mu j}$, and $P^a_{ii}$ is the population of orbital $i$ on that atom. The population of $x\phi_i+y\phi_j$ is $x^2P^a_{ii}+y^2P^a_{jj}+xy(P^a_{ij}+P^a_{ji})$, so only $Q^a_{ij}=\tfrac12(P^a_{ij}+P^a_{ji})$ enters, and this is the quantity that respects $ij=ji$.

A Jacobi step rotates one pair $s,t$ and leaves the other orbitals alone:
\begin{equation}
s'=\cos\gamma\;s+\sin\gamma\;t,\qquad t'=-\sin\gamma\;s+\cos\gamma\;t .
\end{equation}
Only the terms $i=s,t$ of $D$ change.

\section{The naive scheme and how it fails}

The simplest scheme moves each pair uphill along the slope. At $\gamma=0$, $ds'/d\gamma=t$ and $dt'/d\gamma=-s$, so the products $s's'$ and $t't'$ have derivatives $2st$ and $-2st$. Since the form is symmetric, $(ss|ss)$ changes at the rate $2(2st|ss)$ and $(tt|tt)$ at the rate $2(-2st|tt)$:
\begin{equation}
D'(0)=4B,\qquad B=(st|ss-tt).
\end{equation}
The slope can fail on the canonical orbitals of a symmetric molecule, which carry symmetry labels. In a molecule with an inversion centre take $s$ even and $t$ odd. The product $st$ is odd and $ss-tt$ is even. With the origin at the centre, all three forms are unchanged when both arguments are inverted: both Boys vectors change sign, $r_{12}$ is invariant, and the PM atoms are permuted. Hence $B=-B=0$, and a gradient method never mixes the two orbitals. For Boys the failure is total: every orbital of definite parity has its centroid at the centre, so $D=0$, the lowest value a sum of squares can take, and every slope vanishes there.

Two repairs suggest themselves. One is a Newton step $\gamma=-D'(0)/D''(0)$; the other is to take the root of $D'(\gamma)=0$ nearest to $\gamma=0$. Both seek a stationary point without asking whether it is a maximum, and both return $\gamma=0$ when $B=0$. What is missing is the whole curve $D(\gamma)$, and because $D$ is quadratic in the products that curve is known exactly.

\section{The exact dependence on the angle}

Define $p=\tfrac12(ss+tt)$, $d=\tfrac12(ss-tt)$ and $x=st$, so that $ss=p+d$ and $tt=p-d$. Squaring the rotated orbitals and using $\cos^2\gamma-\sin^2\gamma=\cos2\gamma$ and $2\sin\gamma\cos\gamma=\sin2\gamma$,
\begin{align}
s's'&=\cos^2\!\gamma\,(p+d)+\sin^2\!\gamma\,(p-d)+2\sin\gamma\cos\gamma\;x=p+u,\\
t't'&=\sin^2\!\gamma\,(p+d)+\cos^2\!\gamma\,(p-d)-2\sin\gamma\cos\gamma\;x=p-u,
\end{align}
with $u=d\cos2\gamma+x\sin2\gamma$. The mean density $p$ is fixed; the rotation moves the density $u$ from one orbital to the other. In the pair sum the cross terms $\pm2(p|u)$ cancel:
\begin{equation}
D_{\rm pair}(\gamma)=(p+u|p+u)+(p-u|p-u)=2(p|p)+2(u|u).
\end{equation}
Expanding $(u|u)$ and using $2\cos^22\gamma=1+\cos4\gamma$, $2\sin^22\gamma=1-\cos4\gamma$ and $2\sin2\gamma\cos2\gamma=\sin4\gamma$,
\begin{align}
2(u|u)&=2(d|d)\cos^22\gamma+2(x|x)\sin^22\gamma+4(d|x)\sin2\gamma\cos2\gamma\nonumber\\
&=(d|d)+(x|x)-[(x|x)-(d|d)]\cos4\gamma+2(d|x)\sin4\gamma .
\end{align}
At $\gamma=0$ this is $2(d|d)$. Subtracting it turns the constant into $(x|x)-(d|d)$, so
\begin{equation}\label{eq:two}
\Delta D(\gamma)=D(\gamma)-D(0)=A(1-\cos4\gamma)+B\sin4\gamma,
\end{equation}
where $2(d|x)=(st|ss-tt)$ is the $B$ found above and
\begin{equation}
A=(x|x)-(d|d)=(st|st)-\tfrac14(ss-tt|ss-tt).
\end{equation}
Let $R=\sqrt{A^2+B^2}$. If $R>0$, the point $(-A/R,\,B/R)$ lies on the unit circle and defines an angle $4\alpha$ by $\cos4\alpha=-A/R$, $\sin4\alpha=B/R$. Then $-A\cos4\gamma+B\sin4\gamma=R(\cos4\alpha\cos4\gamma+\sin4\alpha\sin4\gamma)$, and
\begin{equation}\label{eq:main}
\Delta D(\gamma)=A+\sqrt{A^2+B^2}\,\cos4(\gamma-\alpha),\qquad \alpha=\tfrac14\operatorname{atan2}(B,-A),
\end{equation}
where $\operatorname{atan2}(y,x)$ is the polar angle of the point $(x,y)$ in $(-\pi,\pi]$, so $\alpha\in(-\pi/4,\pi/4]$. The expression is the change of $D$, not $D$ itself. The maximum is at $\gamma=\alpha$ with gain $A+R\ge0$, since $R\ge|A|$; the minimum is at $\alpha\pm\pi/4$ with change $A-R\le0$. The period $\pi/2$ is a relabelling: $\gamma\to\gamma+\pi/2$ sends $s'\to t'$ and $t'\to-s'$. If $R=0$, $D$ does not depend on $\gamma$ and $\alpha$ is undefined.

The explicit coefficients for ER are the definitions above. For PM,
\begin{equation}
A=\sum_a\Big[(Q^a_{st})^2-\tfrac14(Q^a_{ss}-Q^a_{tt})^2\Big],\qquad B=\sum_aQ^a_{st}(Q^a_{ss}-Q^a_{tt}),
\end{equation}
and Boys has the same form with the three Cartesian matrices $\langle i|r_k|j\rangle$ in place of $Q^a$. A shift of origin by $\mathbf b$ subtracts $\mathbf b\,\delta_{ij}$ from $\langle i|\mathbf r|j\rangle$, which leaves the off-diagonal element and the difference of diagonal elements unchanged. The Boys $A$ and $B$ are therefore origin independent, although $D$ is not. When a single matrix $Q$ contributes, $d$ and $x$ act as numbers, and $u^2$ is largest where $du/d\gamma=0$, that is $\tan2\alpha=x/d=2Q_{st}/(Q_{ss}-Q_{tt})$. This is the Jacobi angle that diagonalizes the $2\times2$ block, because $s't'=x\cos2\gamma-d\sin2\gamma$ vanishes there.

\section{The naive steps seen from the exact curve}

Differentiating Eq.~(\ref{eq:two}) gives $D'=4A\sin4\gamma+4B\cos4\gamma$ and $D''=16A\cos4\gamma-16B\sin4\gamma$, so $D''(0)=16A$.

\emph{Zero slope.} With $B=0$ and $A>0$ the pair sits at its minimum. Equation~(\ref{eq:main}) gives $\cos4\alpha=-1$, $\alpha=\pi/4$ and the gain $2A$, reached by the combinations $(t\pm s)/\sqrt2$, which break the parity.

\emph{Root of the derivative.} $D'=0$ means $\tan4\gamma=-B/A$. The principal value $\gamma_0=\tfrac14\arctan(-B/A)$ always has $\cos4\gamma_0>0$, whereas the maximum has $\cos4\alpha=-A/R$. The two agree for $A<0$; for $A>0$, $\gamma_0=\alpha\pm\pi/4$ is the minimum.

\emph{Newton step.} It is $\gamma_N=-B/(4A)$. For $A<0$, $\alpha=\tfrac14\arctan(B/|A|)$, and $\gamma_N=B/(4|A|)$ is the first term of that series, good only for $|B|\ll|A|$. It diverges as $A\to0$, where $\alpha\to\pm\pi/8$, and for $A>0$ its sign is opposite to that of the slope $4B$, so it starts toward the minimum, which a long step can overshoot.

\section{The algorithm}

A sweep visits all pairs in turn; for each it computes $A$ and $B$ from the current integrals, rotates by $\alpha$, and updates the integrals. Near convergence a pair that is not flat has $A<0$ and $|B|\ll|A|$, so $A+R$ is a difference of nearly equal numbers. Because $(R+A)(R-A)=B^2$, the gain is then evaluated as $B^2/(R-A)$. A pair whose gain is at rounding level is skipped, which also covers $R=0$, where $\operatorname{atan2}$ would act on noise.

No step lowers $D$, and $D$ is continuous on the compact set of orthogonal matrices, hence bounded. The gains thus have a finite sum and tend to zero. For a pair with $A\ge0$ the gain is at least $2A$ and at least $|B|$; for $A<0$, $B^2$ is the gain times the bounded factor $R-A$. In either case $B\to0$ and the positive part of $A$ tends to zero. The scheme can stop only where $B=0$ and $A\le0$ for every pair.

\section{Acetylene}

The orbitals are the five valence orbitals $2\sigma_g,2\sigma_u,3\sigma_g,\pi_x,\pi_y$ of C$_2$H$_2$ from restricted Hartree--Fock in the cc-pVDZ basis, at a rounded near-equilibrium linear geometry, $r_{\rm CC}=1.20$~\AA, $r_{\rm CH}=1.06$~\AA. The axis is $z$, the origin is the centre, and each $\sigma$ orbital is signed positive near the hydrogen at $+z$. The digits below are given so that the arithmetic can be followed; they are not converged in the basis. In cc-pVTZ, $\langle2\sigma_u|z|3\sigma_g\rangle$ changes from $2.1799$ to $2.1759$~bohr, the ER gain of the unprotected pair from $0.1319$ to $0.1324\,E_h$, the final $D$ from $13.303$, $3.2544$, $2.5992$ to $13.252$, $3.2530$, $2.6260$ (Boys, ER, PM), and the final centroids move by up to $0.004$~bohr.

For the pair $(2\sigma_u,3\sigma_g)$ parity gives $B=0$. For Boys both centroids vanish and $\langle2\sigma_u|z|3\sigma_g\rangle=2.1799$~bohr, so $A=2.1799^2=4.752$~bohr$^2$ and the $45^\circ$ rotation gains $9.504$~bohr$^2$. ER has $A=0.1916\,E_h$ with gain $0.3831\,E_h$, and PM has $A=0.1876$ with gain $0.3752$. All three start at the pair minimum. For $(\pi_x,\pi_y)$ the Jacobi rotation is a rigid turn of both orbitals about the axis, which is a symmetry of all three forms, so $A=B=0$.

A pair with no protecting symmetry is $s=(2\sigma_u+3\sigma_g)/\sqrt2$, $t=2\sigma_g$. For Boys only $z$ contributes, with $z_{ss}=2.1799$, $z_{tt}=0$, $z_{st}=0.7902$~bohr:
\begin{align}
A&=0.7902^2-\tfrac14(2.1799)^2=0.6244-1.1880=-0.5636,\nonumber\\
B&=0.7902\times2.1799=1.7226,\qquad R=1.8124 \quad(\text{bohr}^2).
\end{align}
Then $\cos4\alpha=0.5636/1.8124=0.311$ with $\sin4\alpha>0$, so $\alpha=0.3136$~rad $=17.97^\circ$, and the gain $1.2488$~bohr$^2$ raises $D_{\rm pair}$ from $4.7520$ to $6.0008$~bohr$^2$. The Newton step is $1.7226/(4\times0.5636)=0.764$~rad, where $\Delta D=-0.5636+1.8124\cos[4(0.764-0.3136)]=-0.98$~bohr$^2$: the curvature has the right sign, and the step still lowers $D$.

For ER the integrals in $E_h$ are $(ss|ss)=0.655473$, $(tt|tt)=0.611395$, $(ss|tt)=0.431705$, $(st|st)=0.070774$, $(st|ss)=0.073416$, $(st|tt)=-0.085704$:
\begin{align}
A&=0.070774-\tfrac14(0.655473-2\times0.431705+0.611395)=-0.03009,\nonumber\\
B&=0.073416+0.085704=0.15912,\qquad R=0.16194 .
\end{align}
This gives $\alpha=19.82^\circ$ and a gain in orbital self-repulsion of $0.13185\,E_h=3.59$~eV.

For PM the matrix elements, atoms ordered along $z$, are
\begin{center}
\begin{tabular}{lrrrr}
 & H($-z$) & C($-z$) & C($+z$) & H($+z$)\\
$Q_{ss}$ & 0.000108 & 0.065924 & 0.498185 & 0.435783\\
$Q_{tt}$ & 0.028686 & 0.471314 & 0.471314 & 0.028686\\
$Q_{st}$ & $-0.002098$ & $-0.234383$ & 0.109164 & 0.127317
\end{tabular}
\end{center}
The differences $Q_{ss}-Q_{tt}$ are $-0.028578$, $-0.405390$, $0.026871$, $0.407097$, whose squares sum to $0.331608$, and the squares of $Q_{st}$ sum to $0.083066$:
\begin{align}
A&=0.083066-\tfrac14(0.331608)=0.000164,\nonumber\\
B&=0.000060+0.095017+0.002933+0.051830=0.149840 .
\end{align}
The two parts of $A$ nearly cancel. This is an accident of the basis: Mulliken populations depend strongly on it, and $A$ is $-0.077$ in aug-cc-pVDZ and $-0.011$ in cc-pVTZ, with $\alpha=17.17^\circ$ and $21.35^\circ$. The cc-pVDZ case serves only to illustrate a small positive $A$. Here $R=0.149840$, $\alpha=22.52^\circ$, just above $\pi/8$, and the gain is $0.1500$. The Newton step is $-0.14984/(4\times0.000164)\approx-230$~rad, and the principal-value root is $22.52^\circ-45^\circ=-22.48^\circ$, the minimum, with $\Delta D=A-R=-0.1497$.

Full sweeps from the canonical orbitals were stopped when the largest gain in a sweep fell below $10^{-12}$ in the unit of $D$. Boys goes from $0$ to $13.303$~bohr$^2$ in 7 sweeps, ER from $2.4943$ to $3.2544\,E_h$ in 8, and PM from $1.9424$ to $2.5992$ in 6, with the pairs visited in the order $(1,2),(1,3),\dots,(4,5)$. The counts depend on this order: over fourteen orders they ranged from 7 to 9, 7 to 8 and 5 to 6, with the same final $D$. Each gives two C--H orbitals with centroids on the axis, at $z=\pm2.443$, $\pm2.447$ and $\pm2.440$~bohr respectively, and three orbitals with centroids at $z=0$. For Boys these three lie $0.674$~bohr off the axis, so that $D=2(2.443)^2+3(0.674)^2=13.30$~bohr$^2$; for ER they lie $0.663$~bohr off the axis. Both are sets of three bent bonds. For PM all centroids stay on the axis. The reason is that $\sigma$ and $\pi_x$ have opposite parity under $x\to-x$, a mirror containing every atom, so $Q^a_{\sigma\pi}=0$ for each $a$; then $B=0$ and $A\le0$, and from this start the pair is never rotated. The Boys form has no such protection, since $\langle\sigma|x|\pi_x\rangle$ is allowed. The largest final $A$ is $-0.23$~bohr$^2$ for Boys and $-0.018\,E_h$ for ER, but zero for PM, where the flat pair $(\pi_x,\pi_y)$ survives; the pairs of the C--C $\sigma$ orbital with each $\pi$ orbital are almost flat as well, $A\approx-2\times10^{-5}$. Negative $A$ for every pair does not make the Boys and ER maxima strict: a rigid turn of the three bent bonds about the axis is a joint rotation of several pairs that leaves $D$ unchanged.

\section{Where the result stops}

\emph{Higher exponents.} The single harmonic comes from $D$ being quadratic in the products. With populations raised to the fourth power, atom $a$ contributes $(p+u)^4+(p-u)^4=2p^4+12p^2u^2+2u^4$, with $p,d,x$ now numbers built from $Q^a$. Writing $d+ix=\rho e^{i\delta}$ gives $u=\rho\cos(2\gamma-\delta)$, and $\cos^4\theta=\tfrac18(3+4\cos2\theta+\cos4\theta)$ puts the term $\tfrac14\rho^4\cos(8\gamma-4\delta)$ into $2u^4$. Summed over atoms, the $8\gamma$ harmonic has amplitude $\tfrac14|\sum_a(d_a+ix_a)^4|$. For the pair in the table, a discrete Fourier transform over 16 equally spaced angles in one period gives $0.0027$ for this amplitude and $0.0756$ for the $4\gamma$ one. Equation~(\ref{eq:main}) is then not exact. For complex orbitals the mixing has a relative phase as a second parameter. At a fixed phase, absorbed into $\phi_t$, the same steps give Eq.~(\ref{eq:main}) with $x=\tfrac12(\phi_s^*\phi_t+\phi_t^*\phi_s)$, but $A$ and $B$ depend on the phase, so the formula no longer gives the best unitary mixing of the pair by itself.

\emph{Saddle points.} The conditions $B=0$, $A\le0$ fix the gradient and the diagonal of the Hessian with respect to the pair angles, not its off-diagonal elements. Take three orbitals and the PM-type form built from $Q^1=\operatorname{diag}(0,\Delta,-\Delta)$ and $Q^2$ with zeros on the diagonal and ones off it. Every $B$ vanishes, because $Q^1$ has no off-diagonal elements and $Q^2$ no diagonal differences, and $A_{12}=A_{13}=1-\Delta^2/4$, $A_{23}=1-\Delta^2$. For $\Delta=2.2$ these are $-0.21$, $-0.21$, $-3.84$, and the sweep stops. Now set $\phi_i'=\sum_j\phi_jU_{ji}$ with $U=e^K$, $K_{21}=K_{31}=-K_{12}=-K_{13}=\kappa$. To second order, $U=1+K+\tfrac12K^2$ has first column $(1-\kappa^2,\kappa,\kappa)$ and second column $(-\kappa,1-\tfrac12\kappa^2,-\tfrac12\kappa^2)$; the third is the second with its last two entries exchanged. For a unit column $\mathbf w$, $\mathbf w^TQ^2\mathbf w=(\sum_jw_j)^2-1$, so the new diagonal of $Q^2$ is $4\kappa+2\kappa^2$, $-2\kappa-\kappa^2$, $-2\kappa-\kappa^2$, and its squares sum to $(16+4+4)\kappa^2+(16+4+4)\kappa^3$. The new diagonal of $Q^1$, $\sum_jQ^1_{jj}U_{ji}^2$, is $0$, $\Delta(1-\kappa^2)$, $-\Delta(1-\kappa^2)$ up to $O(\kappa^4)$, so its squares lose $4\Delta^2\kappa^2$. Together,
\begin{equation}
\Delta D=(24-4\Delta^2)\kappa^2+24\kappa^3+O(\kappa^4).
\end{equation}
For $2<\Delta<\sqrt6$ every pair is at its maximum while the joint rotation raises $D$. At $\Delta=2.2$ and $\kappa=10^{-3}$, $\Delta D/\kappa^2=4.640+0.024=4.664$. A converged sweep is therefore only a candidate maximum. For acetylene, BFGS quasi-Newton maximization over all ten angles of $e^K$, from four random orthogonal starts, reached at best the same values of $D$ as the sweeps from the canonical orbitals, agreeing with them to six decimals; a finite number of starts does not prove that a maximum is global.
